# Egg-box error in plane-wave codes: aliased exchange-correlation energy

## What symmetry permits

Translate every atom of a crystal by the same vector $\boldsymbol\tau$. Empty space has no preferred origin, so the true energy cannot depend on $\boldsymbol\tau$. A calculation that samples functions on a grid of spacing $h$ has less symmetry: it is guaranteed to be unchanged only when the shift carries grid points into grid points. Its energy may therefore contain every harmonic with the period of the grid,

$$
E(\boldsymbol\tau)=\sum_{\mathbf K}E_{\mathbf K}e^{-i\mathbf K\cdot\boldsymbol\tau},
\qquad \mathbf K=\frac{2\pi}{h}(k_1,k_2,k_3),\quad k_i\ \text{integer}.
$$

The terms with $\mathbf K\ne0$ are the egg-box error. Symmetry fixes their period but not their size.

Plane waves are not attached to any point of space, which suggests that a plane-wave code has no such terms. This is true of several parts of the energy, but it fails for local-density exchange and correlation, where a non-polynomial function of the density is summed over the FFT grid.

## A counter-example

Take a model atom with two valence electrons in a periodic cube of side $L=8$ bohr and volume $\Omega=L^3$. The doubly occupied orbital at $\Gamma$ is

$$
\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},
\qquad \mathbf G=\frac{2\pi}{L}\mathbf k,\quad |\mathbf k|\le M=4 ,
$$

with $\sum_{\mathbf G}|c_{\mathbf G}|^2=1$. The largest wave number is $4(2\pi/8)=\pi$ bohr$^{-1}$, so the kinetic cutoff is $\pi^2/2=4.93$ hartree. The grid has $N=18$ points per side and $h=8/18=0.444$ bohr.

The ion has charge $2e$, spread as a Gaussian of width 0.40 bohr. A repulsive separable projector has strength 0.50 hartree and width 0.50 bohr. Exchange and correlation are in the local-density approximation (LDA), with Dirac exchange and Perdew–Wang correlation. The constant ion–ion and $\mathbf G=0$ electrostatic terms are omitted.

A partial core correction adds a fixed core density $n_c$ to the valence density $n_v$ inside the exchange-correlation energy alone. Here $n_c$ is a Gaussian holding $Q=2$ electrons, of width $\sigma=0.40$ bohr, evaluated at the grid points.

The self-consistent orbital is now translated with the atom along $x$. The peak-to-peak changes, in hartree, are:

| term | no core | with core |
|---|---|---|
| kinetic, Hartree, local, nonlocal | below $10^{-15}$ | below $10^{-15}$ |
| exchange-correlation | $8.8\times10^{-13}$ | $3.10\times10^{-5}$ |

The first row is rounding error. The last entry, 0.84 meV, is not. Without the core the belief is wrong in principle but harmless here, because this valence density is smooth and well resolved. With a lower cutoff and a correspondingly coarser grid, $M=2$ and $N=10$ changed together, the no-core ripple is $1.5\times10^{-8}$ hartree.

### Where the 0.84 meV comes from

The size can be estimated from the exchange energy of the core alone. In hartree units its density is $-C_xn_c^{4/3}$, with $C_x=\tfrac34(3/\pi)^{1/3}=0.739$. Raising the Gaussian to the power $4/3$ gives

$$
n_c^{4/3}=Q^{4/3}(2\pi\sigma^2)^{-2}e^{-2r^2/(3\sigma^2)} .
$$

This is a Gaussian of squared width $s^2=3\sigma^2/4$, since $1/(2s^2)=2/(3\sigma^2)$. Its Fourier integral contains $(2\pi s^2)^{3/2}e^{-K^2s^2/2}$, so the harmonic of the energy is

$$
E_K\simeq-C_xQ^{4/3}(2\pi\sigma^2)^{-2}
\left(\frac{3\pi\sigma^2}{2}\right)^{3/2}e^{-3K^2\sigma^2/8}.
$$

For $K=2\pi/h=14.14$ bohr$^{-1}$ the exponent is $3(14.14)^2(0.40)^2/8=12.0$. The exponential is $6.2\times10^{-6}$ and the prefactor is $-1.21$ hartree. Moving from $\tau=0$ to $h/2$ reverses the sign of the two harmonics $\pm K$ along $x$, and each contributes $-2E_K$:

$$
E(h/2)-E(0)\simeq-4E_K\simeq4(1.21)(6.2\times10^{-6})
=3.0\times10^{-5}\ \text{hartree}.
$$

The full calculation gives $3.10\times10^{-5}$ hartree. The estimate omits correlation and the valence density, and it is not reliable on finer grids. At $N=24$ it gives about $3\times10^{-9}$ hartree, whereas the computed ripple, with the no-core orbital held fixed, is $4.9\times10^{-8}$. At this level the valence density matters: with the orbital made self-consistent in the presence of the core at $N=18$, $E(h/2)-E(0)$ on the $N=24$ grid is $1.2\times10^{-9}$ hartree, the sum of $-2.2\times10^{-9}$ from exchange and $+3.4\times10^{-9}$ from correlation. The estimate also fails for a wider core: at $\sigma=0.50$ bohr and $N=18$ it gives $E(h/2)-E(0)=+2.8\times10^{-8}$ hartree, while the value computed with the no-core orbital is $-1.7\times10^{-8}$, of the opposite sign.

The sampled core charge is a poor guide to this error. Its Fourier integral is $Qe^{-K^2\sigma^2/2}$, so its ripple is $4Qe^{-K^2\sigma^2/2}=9.1\times10^{-7}$ electrons. The power $4/3$ narrows the Gaussian and replaces the exponent $K^2\sigma^2/2$ by the smaller $3K^2\sigma^2/8$.

## The correct statement

Let the density consist of plane-wave orbitals with $|\mathbf k|\le M$, let $N>4M$, and let the pseudopotential be applied through analytic form factors. Then:

1. The kinetic, Hartree, local and nonlocal energies are unchanged when atoms and orbitals are translated together.
2. With $f(n)=n\,\varepsilon_{xc}(n)$ and $F_{\mathbf G}$ the Fourier coefficients of $f(n(\mathbf r))$ at $\boldsymbol\tau=0$, the grid exchange-correlation energy is

$$
E_{xc}(\boldsymbol\tau)=\Omega\sum_{\mathbf K}F_{\mathbf K}e^{-i\mathbf K\cdot\boldsymbol\tau}.
$$

The second statement assumes that the Fourier series of $f$ converges absolutely. In it, $n$ may include a core that moves rigidly with the atoms.

## Proof for the invariant terms

Translation replaces $\psi(\mathbf r)$ by $\psi(\mathbf r-\boldsymbol\tau)$, hence $c_{\mathbf G}$ by $c_{\mathbf G}e^{-i\mathbf G\cdot\boldsymbol\tau}$. The density $n_v=2|\psi|^2$ has coefficients

$$
n_{\mathbf G}=\frac2\Omega\sum_{\mathbf G'}c^*_{\mathbf G'}c_{\mathbf G'+\mathbf G}.
$$

Each product acquires the phase $e^{i\mathbf G'\cdot\boldsymbol\tau}e^{-i(\mathbf G'+\mathbf G)\cdot\boldsymbol\tau}=e^{-i\mathbf G\cdot\boldsymbol\tau}$, and so does $n_{\mathbf G}$.

Both orbital indices are at most $M$ in length, so each component of a density index lies between $-2M$ and $2M$. Two waves look the same on the grid when their indices differ by multiples of $N$. Differences here are at most $4M<N$, so no two density components are confused and the FFT returns every $n_{\mathbf G}$ correctly.

The form factors of an atom at $\boldsymbol\tau$ are $v_{\mathbf G}e^{-i\mathbf G\cdot\boldsymbol\tau}$ and $\beta_{\mathbf G}e^{-i\mathbf G\cdot\boldsymbol\tau}$. In Gaussian units, with projector strength $D$, the four energies are

$$
T=2\sum_{\mathbf G}\frac{\hbar^2G^2}{2m}|c_{\mathbf G}|^2,\qquad
E_H=\frac\Omega2\sum_{\mathbf G\ne0}\frac{4\pi e^2}{G^2}|n_{\mathbf G}|^2,
$$

$$
E_{loc}=\Omega\sum_{\mathbf G}v^*_{\mathbf G}n_{\mathbf G},\qquad
E_{nl}=2D\Big|\sum_{\mathbf G}\beta^*_{\mathbf G}c_{\mathbf G}\Big|^2 .
$$

The first two contain squared moduli, from which the phase disappears. In the last two, the conjugated form factor carries $e^{+i\mathbf G\cdot\boldsymbol\tau}$ and cancels the phase of $n_{\mathbf G}$ or $c_{\mathbf G}$. This proves the first statement.

The condition on $N$ matters. For $M=2$, a grid with $N=6$ wraps density components onto one another, and the Hartree energy itself varies by $4.2\times10^{-5}$ hartree. With $N=10$ the variation is at rounding level.

## Proof for exchange and correlation

The translated energy density is

$$
f(n(\mathbf r-\boldsymbol\tau))=\sum_{\mathbf G}F_{\mathbf G}e^{i\mathbf G\cdot(\mathbf r-\boldsymbol\tau)} .
$$

The code replaces the integral by $\Omega/N^3$ times the sum over grid points $\mathbf r_j$. Absolute convergence allows the two sums to be exchanged:

$$
E_{xc}(\boldsymbol\tau)=\Omega\sum_{\mathbf G}F_{\mathbf G}e^{-i\mathbf G\cdot\boldsymbol\tau}
\left[\frac1{N^3}\sum_je^{i\mathbf G\cdot\mathbf r_j}\right].
$$

The bracket is a product of three geometric sums. Each equals 1 if the corresponding index is a multiple of $N$ and 0 otherwise. The vectors that survive are the $\mathbf K$ defined at the start, which proves the second statement. The term $\mathbf K=0$ is the true integral; the others are aliased into it.

The program tests this law with coefficients taken from a grid five times finer. The largest discrepancy is $1.3\times10^{-14}$ hartree.

Along the cube diagonal, a shift of $h/2$ in each coordinate reverses all six shortest $\mathbf K$ instead of two. The shortest pair $\pm K$ alone gives $4\Omega|F_K|=3.09\times10^{-5}$ hartree along $x$, slightly below the full $3.10\times10^{-5}$. Three such pairs give $9.28\times10^{-5}$ hartree, which is the computed diagonal ripple.

### Nonlinearity alone is not the cause

If $n$ has components up to $2M$, then $n^p$, for a positive integer $p$, has components up to $2Mp$. The shortest nonzero $\mathbf K$ has index $N$, so the grid sum of $n^p$ is exact when $N>2Mp$. The square is therefore safe on any grid with $N>4M$, while the cube needs $N>6M$.

For $M=2$ the cube needs $N>12$. Its integral varies by $2.6\times10^{-10}$ bohr$^{-6}$ at $N=10$ and only by rounding at $N=13$. The square is already invariant at $N=10$.

The LDA contains the power $4/3$ and a non-polynomial correlation function, so this counting gives no grid that is guaranteed to be exact. Special densities can still escape: for a uniform density, $f$ is constant and there is no ripple.

## Self-consistency and forces

Letting the orbitals relax does not remove the error. Describe them in coordinates that move with the atom, and let $x$ denote small allowed changes about the solution at $\boldsymbol\tau=0$. The energy at $\boldsymbol\tau$ is

$$
E=E_0+\tfrac12x^{T}Ax+\delta+g^{T}x+\cdots .
$$

Here $\delta$ is the ripple for translated orbitals and $g$ its gradient. There is no other linear term, because $x=0$ minimizes the unshifted energy. For a nondegenerate minimum $A$ is positive definite. Setting the derivative to zero gives $x=-A^{-1}g$, and

$$
E_{min}=E_0+\delta-\tfrac12g^{T}A^{-1}g+\cdots .
$$

Relaxation lowers the energy by an amount quadratic in $g$, the gradient of the ripple with respect to the orbitals. This is not a fixed multiple of $\delta^2$, because $g$ need not scale with $\delta$ when the core or the grid is changed. In the example it contributes $-3.7\times10^{-11}$ hartree, against $\delta=3.10\times10^{-5}$ hartree.

The energy is stationary in the orbitals, so its total derivative equals the derivative at fixed coefficients. The force on the atom is

$$
\mathbf F=-\frac{\partial(E_{loc}+E_{nl})}{\partial\boldsymbol\tau}
-\frac{\Omega}{N^3}\sum_jv_{xc}(\mathbf r_j)\frac{\partial n_c(\mathbf r_j)}{\partial\boldsymbol\tau},
\qquad v_{xc}=\frac{df}{dn}.
$$

With one atom per cell, moving that atom moves the whole crystal, and the true force is zero. Keeping the leading harmonic, $E(\tau)-E(0)=\tfrac12\Delta(1-\cos K\tau)$ with $\Delta=3.10\times10^{-5}$ hartree. At $\tau=h/4$, where $K\tau=\pi/2$,

$$
F_x=-\tfrac12\Delta K=-\tfrac12(3.10\times10^{-5})(14.14)
=-2.19\times10^{-4}\ \text{hartree/bohr}.
$$

The force formula gives the same value, and finite differences of relaxed energies agree within the tested 1%. Such agreement shows that the force is the derivative of the discretized energy. It does not show that this energy is translation invariant; the nonzero net force shows that it is not.

## Reducing the error

Two remedies tend to make the aliased coefficients smaller: a finer grid moves $\mathbf K$ to larger wave numbers, and a wider core makes $F_{\mathbf G}$ fall off faster. With the no-core orbital held fixed, the ripple at $N=18$ and $\sigma=0.40$ bohr is $3.3\times10^{-5}$ hartree. Refining the grid to $N=24$ lowers it to $4.9\times10^{-8}$ hartree. Widening the core to 0.50 bohr at $N=18$ lowers it to $1.7\times10^{-8}$ hartree. The fall with $N$ is not monotonic, because the coefficients $F_{\mathbf K}$ change sign as $K$ grows: at $\sigma=0.40$ bohr, $E(h/2)-E(0)$ is $1.6\times10^{-10}$ hartree for $N=30$ and $1.0\times10^{-9}$ hartree for $N=32$.

The two changes differ in meaning. Refining the grid leaves the functional unchanged and converges towards its true integral. A wider core changes the density on which the functional acts, so its effect on the physical results must be checked separately. In the other direction, a core of width 0.30 bohr on the original grid gives a ripple of $7.7\times10^{-3}$ hartree, although the plane-wave basis is unchanged.

## Table of computed values

```
cell side 8.0 bohr; M = 4; plane waves 257
grid N = 18; spacing h = 0.4444 bohr
kinetic cutoff 4.9348 hartree
ion charge 2.0 e; ion width 0.40 bohr
projector strength 0.50 hartree; width 0.50 bohr
core electrons 2.0; core width 0.40 bohr
electronic energy, no core -0.79012820 hartree
electronic energy, with core -2.35713372 hartree
Peak-to-peak change on shifting along x (hartree)
term        no core     with core
kinetic     0.000e+00   1.110e-16
Hartree     1.110e-16   1.110e-16
local       0.000e+00   6.661e-16
nonlocal    1.110e-16   3.886e-16
xc          8.774e-13   3.103e-05
xc ripple, no core 2.388e-08 meV
xc ripple, with core 8.444e-01 meV
xc ripple along diagonal, with core 9.280e-05 hartree
No-core cutoff scan, grid of 4M+2 points
M = 2, N = 10: xc ripple 1.455e-08 hartree
M = 3, N = 14: xc ripple 6.558e-11 hartree
M = 4, N = 18: xc ripple 8.773e-13 hartree
M = 2, N = 6: Hartree ripple 4.247e-05 hartree
M = 2, N = 10: Hartree ripple 1.110e-16 hartree
M = 2, N = 10: ripple of integral n^2 2.776e-17 bohr^-3
M = 2, N = 10: ripple of integral n^3 2.554e-10 bohr^-6
M = 2, N = 13: ripple of integral n^3 1.301e-18 bohr^-6
xc integral from fine grid, with core -2.15535936 hartree
first-harmonic x ripple 3.093e-05 hartree
largest aliasing-law error 1.332e-14 hartree
core-charge ripple: grid 9.1046e-07 electrons
core-charge ripple: formula 9.1046e-07 electrons
E(h/2)-E(0), translated 3.102936e-05 hartree
E(h/2)-E(0), relaxed 3.102932e-05 hartree
relaxation energy at h/2 -3.706e-11 hartree
E(h)-E(0), relaxed 0.000e+00 hartree
E(h/2)-E(0), relaxed, no core -8.782e-13 hartree
net force at h/4, analytic -2.193334e-04 hartree/bohr
net force at h/4, differences -2.191508e-04 hartree/bohr
Core-width scan, fixed no-core orbital, N = 18
width 0.3 bohr: xc ripple 7.721e-03 hartree
width 0.4 bohr: xc ripple 3.259e-05 hartree
width 0.5 bohr: xc ripple 1.724e-08 hartree
width 0.6 bohr: xc ripple 5.386e-10 hartree
Grid scan, same orbital, core width 0.4 bohr
N = 18: xc ripple 3.259e-05 hartree
N = 24: xc ripple 4.949e-08 hartree
N = 30: xc ripple 1.645e-10 hartree
N = 36: xc ripple 6.836e-11 hartree
```
